# Why a Gate Barrier Cannot Switch Off Gapless Graphene

## What scaling and symmetry fix

Near one corner (valley) of its Brillouin zone, clean graphene has the Hamiltonian

$$H=\hbar v(\sigma_x k_x+\sigma_y k_y)+U(x),\qquad k_x=-i\,\frac{d}{dx}.$$

The Pauli matrices act on the amplitudes on the two sublattices (the pseudospin), and $U$ is the gate potential. It is uniform along $y$, so $k_y$ is conserved, and smooth on the lattice scale, so it neither mixes valleys nor distinguishes the sublattices. There is no magnetic field, disorder or interaction. Electrons cross a channel of length $L$ along $x$, and its width $W$ is much larger than $L$.

Let the gate bring the whole channel to neutrality, $U=E$, between contacts so heavily doped that their Fermi wavelength plays no part. The remaining Hamiltonian contains no length, so the transmission probability can depend on $k_y$ and $L$ through their product alone, $T=f(k_yL)$. Transverse modes are spaced by $2\pi/W$, and spin and valley give a factor 4, so

$$\frac{G}{W}=\frac{4e^2}{h}\int\frac{dk_y}{2\pi}\,f(k_yL)=\frac{4e^2}{h}\,\frac{C}{L},\qquad C=\int\frac{du}{2\pi}f(u).$$

The velocity has dropped out. The device could be off only if $C$ vanished, and a symmetry forbids this. At $k_y=0$ the Hamiltonian commutes with $\sigma_x$, which is also the velocity divided by $v$. A right-mover cannot become a left-mover, so $f(0)=1$; since $f$ is continuous, $C>0$.

An ordinary massive particle behaves differently. Under a high barrier its wave decays at every angle, and the current falls exponentially with the barrier length and with the square root of its height. The belief that a gate barrier switches off graphene carries this picture over to a material where it fails.

## A counter-example: the n-p-n barrier

**The wave equation.** Define $\varepsilon(x)=[E-U(x)]/\hbar v$. Then $H\psi=E\psi$ reads $-i\sigma_x\psi'+k_y\sigma_y\psi=\varepsilon\psi$. Multiply by $i\sigma_x$ and use $\sigma_x\sigma_y=i\sigma_z$:

$$\psi'=A\psi,\qquad A=i\varepsilon\sigma_x+k_y\sigma_z. \tag{1}$$

At $k_y=0$ the solution that starts as the right-mover $|+\rangle$, with $\sigma_x|\pm\rangle=\pm|\pm\rangle$, is

$$\psi(x)=\exp\!\Big(i\int_0^x\varepsilon\,dx'\Big)|+\rangle .$$

The barrier changes its phase and nothing else, so $T=1$ for any height and shape. For $k_y\neq0$ the commutator $[\sigma_x,H]=2i\hbar v k_y\sigma_z$ is not zero. Pseudospin along $x$ is then not conserved, and reflection is allowed.

**One junction.** Take round parameters: $v=10^6$ m/s, so $\hbar v=0.658$ eV nm, and Fermi energy $E_F=0.1$ eV. The Fermi wavenumber is $k_F=0.1/0.658=0.152$ nm$^{-1}$. Let $U$ rise linearly by $2E_F$ over the full width $d$ of a junction, so that $\varepsilon$ falls from $k_F$ on the n side to $-k_F$ on the p side. The angle of incidence obeys $\sin\theta=k_y/k_F$.

First treat an unlimited linear potential, $\varepsilon=-x/\ell^2$ with $\ell^2=\hbar v/|U'|$. Write $\psi=a|+\rangle+b|-\rangle$. Since $\sigma_z$ exchanges $|+\rangle$ and $|-\rangle$, equation (1) becomes

$$a'=i\varepsilon a+k_yb,\qquad b'=-i\varepsilon b+k_ya.$$

Differentiate the first equation, and use $k_yb=a'-i\varepsilon a$ in the second:

$$a''=i\varepsilon'a+i\varepsilon a'+\big[-i\varepsilon(a'-i\varepsilon a)+k_y^2a\big]=(k_y^2-\varepsilon^2+i\varepsilon')\,a .$$

Here this is $a''=(k_y^2-x^2/\ell^4-i/\ell^2)a$. Put $z=\sqrt2\,e^{i\pi/4}x/\ell$, so that $z^2=2ix^2/\ell^2$ and $d^2/dx^2=(2i/\ell^2)\,d^2/dz^2$. Division by $2i/\ell^2$ gives

$$\frac{d^2a}{dz^2}=\Big(\frac{z^2}{4}-\nu-\frac12\Big)a,\qquad \nu=\frac{i k_y^2\ell^2}{2}.$$

This is Weber's equation. Its solution $D_\nu(z)$ behaves as $z^\nu e^{-z^2/4}$ at large $|z|$ around the positive $z$ axis. This form keeps its coefficient up to $|\arg z|=3\pi/4$: the term is first the smaller of the two exponentials and then the larger, and an admixture of the smaller one cannot change the coefficient of the larger.

For $x\to+\infty$, where $\arg z=\pi/4$, this form gives $a'\simeq(i\varepsilon+\nu/x)a$. Hence $b=(a'-i\varepsilon a)/k_y\simeq\nu a/(k_yx)\to0$. Nothing comes in from the right, so $D_\nu$ is the scattering solution. For $x\to-\infty$, $\arg z=-3\pi/4$. The admixed solution $z^{-\nu-1}e^{z^2/4}$ is there smaller by a factor of order $1/|z|$, so $a$ is the incident amplitude. Because $|e^{-z^2/4}|=1$ on both rays and $|z^\nu|=\exp(-\tfrac12k_y^2\ell^2\arg z)$,

$$T=\frac{|a(+\infty)|^2}{|a(-\infty)|^2}=\exp\!\Big[-k_y^2\ell^2\Big(\frac{\pi}{4}+\frac{3\pi}{4}\Big)\Big]=e^{-\pi k_y^2\ell^2}.$$

In the real junction $|U'|=2\hbar vk_F/d$, so $\ell^2=d/2k_F$ and

$$T(\theta)=\exp\!\Big(-\frac{\pi}{2}k_Fd\sin^2\theta\Big). \tag{2}$$

The factor $\tfrac12$ depends on what $d$ means. The exponent $\pi k_Fd\sin^2\theta$, without it, is right if $d$ denotes half the width, the distance over which $U$ changes by $E_F$. Equation (2) assumes a ramp long on the scale $\ell$, $(d/2\ell)^2=k_Fd/2\gg1$, with the turning points $|\varepsilon|=|k_y|$, at a distance $(d/2)\sin\theta$ from the centre, well inside it; it loses relative accuracy towards grazing incidence.

In the opposite limit of a sharp step, the spinors are matched directly. An eigenvector of the uniform sheet is $(1,(k_x+ik_y)/\varepsilon)$. The incident and reflected waves are therefore $(1,e^{i\theta})$ and $(1,-e^{-i\theta})$. On the p side $\varepsilon=-k_F$, and the wave with positive velocity has $k_x=-k_F\cos\theta$, which gives $(1,e^{-i\theta})$. Continuity demands

$$1+r=t,\qquad e^{i\theta}-re^{-i\theta}=te^{-i\theta}.$$

Elimination of $t$ gives $r=ie^{i\theta}\sin\theta$, so $T=1-|r|^2=\cos^2\theta$.

For $d=100$ nm, $k_Fd=15.2$. The second column below comes from a numerical solution of (1): the ramp is cut into thin layers of constant $U$, the exponentials of $A$ for the layers are multiplied, and the result is matched to the plane waves outside.

| $\theta$ | numerical | eq. (2) | sharp step |
|---|---|---|---|
| 0° | 1.000 | 1.000 | 1.000 |
| 10° | 0.495 | 0.487 | 0.970 |
| 20° | 0.063 | 0.061 | 0.883 |
| 30° | 0.002 | 0.003 | 0.750 |

Using the full width in the exponent without the factor $\tfrac12$ would give 0.237 at 10°, less than half the numerical value. The small differences from (2) reflect what it leaves out, namely that the ramp ends.

The junction narrows the beam to angles of order $1/k_F\ell$, and the current falls by a comparable factor, a power of $d$ and not an exponential. For $k_Fd\gg1$ the limits of the average over $k_y$ may be extended to infinity:

$$\langle T\rangle=\frac1{2k_F}\int_{-k_F}^{k_F}e^{-\pi\ell^2k_y^2}dk_y\simeq\frac{1}{2k_F\ell}=\frac1{\sqrt{2k_Fd}} .$$

This is 0.181; the numerical average is 0.183. Without the junction, $G/W=(4e^2/h)(k_F/\pi)=7.49$ mS/µm. With it, $G/W=7.49\times0.183=1.37$ mS/µm, a reduction by 5.5. Since the reduction grows as $\sqrt d$, a hundredfold wider junction gains a factor of ten.

**The whole barrier.** Now place a barrier in a channel of length $L=200$ nm between heavily doped contacts. The channel is n-type for 25 nm, passes to p-type over 50 nm, stays p-type for 50 nm, and returns symmetrically. The doping level is $\pm0.1$ eV in the flat parts. The same layer method, with a numerical integral over $k_y$, gives $G/W=1.40$ mS/µm. The uniformly n-doped channel gives 5.88 mS/µm. A barrier twice as high as the Fermi energy has lowered the conductance by a factor of 4.2. The device is not off.

## The general statement

One example leaves open whether a cleverer gate potential might succeed. None can, within the stated model:

> For heavily doped contacts a distance $L$ apart and $W\gg L$, every gate potential $U(x)$ satisfies
> $$T(k_y)\ge\frac1{\cosh^2(k_yL)},\qquad \frac GW\ge\frac{4e^2}{\pi hL}. \tag{3}$$
> The neutral channel, $U=E$, attains both bounds.

"Heavily doped" means that the contact wavenumber is much larger than the $|k_y|$ that carry the current. The contact spinors $(1,(\pm k_x+ik_y)/\varepsilon)$ then reduce to $|\pm\rangle$.

**Form of the transfer matrix.** Let $\psi(L)=M\psi(0)$. From (1), $A^\dagger=-i\varepsilon\sigma_x+k_y\sigma_z$, so

$$\frac{d}{dx}\psi^\dagger\sigma_x\psi=\psi^\dagger(A^\dagger\sigma_x+\sigma_xA)\psi=k_y\,\psi^\dagger(\sigma_z\sigma_x+\sigma_x\sigma_z)\psi=0 .$$

This is current conservation, and it means $M^\dagger\sigma_xM=\sigma_x$. Also $\det M=1$, because $A$ has no trace. In the basis $|\pm\rangle$, $\sigma_x$ is $\mathrm{diag}(1,-1)$. Write the rows of $M$ as $(\alpha,\beta)$ and $(\gamma,\delta)$. The condition $M^{-1}=\sigma_xM^\dagger\sigma_x$ then reads

$$\begin{pmatrix}\delta&-\beta\\-\gamma&\alpha\end{pmatrix}=\begin{pmatrix}\alpha^*&-\gamma^*\\-\beta^*&\delta^*\end{pmatrix}.$$

Hence $\delta=\alpha^*$, $\gamma=\beta^*$ and $|\alpha|^2-|\beta|^2=1$.

**Transmission.** Scattering from the left means $M(1,r)^T=(t,0)^T$. The lower row gives $r=-\beta^*/\alpha^*$. The upper row gives $t=\alpha-|\beta|^2/\alpha^*=1/\alpha^*$. So $T=1/|\alpha|^2$.

**Limit on growth.** The term with $\varepsilon$ in $A$ is anti-Hermitian and cannot change the norm of $\psi$:

$$\frac{d}{dx}\psi^\dagger\psi=\psi^\dagger(A+A^\dagger)\psi=2k_y\psi^\dagger\sigma_z\psi\le2|k_y|\,\psi^\dagger\psi .$$

Thus $|\psi(L)|\le e^{|k_y|L}|\psi(0)|$, whatever $U$ is. The largest stretching factor of $M$ follows from $M^\dagger M$. Its diagonal elements are both $|\alpha|^2+|\beta|^2$, and its off-diagonal elements have modulus $2|\alpha||\beta|$. Its eigenvalues are $(|\alpha|\pm|\beta|)^2$, so

$$s\equiv|\alpha|+|\beta|\le e^{|k_y|L}.$$

Because $(|\alpha|+|\beta|)(|\alpha|-|\beta|)=1$, we have $|\alpha|-|\beta|=1/s$ and $|\alpha|=\tfrac12(s+1/s)$. This increases with $s$ for $s\ge1$, so $|\alpha|\le\cosh(k_yL)$, which is the first bound. For $\varepsilon=0$, $M=\exp(k_yL\sigma_z)$ and $\alpha=\langle+|M|+\rangle=\cosh(k_yL)$, which is equality.

**Conductance.** Since $\int\cosh^{-2}(k_yL)\,dk_y=2/L$,

$$\frac GW\ge\frac{4e^2}{h}\,\frac1{2\pi}\,\frac2L=\frac{4e^2}{\pi hL}.$$

The constant left open by scaling is $C=1/\pi$. The bound holds at each energy, so a thermal average over energies cannot go below it. $\blacksquare$

For $L=200$ nm the floor is 0.247 mS/µm. The n-p-n barrier lies 5.7 times above it: removing the carriers reduces the current more than reversing their sign.

## How far the gate does modulate the current

In a uniform channel $A^2=(k_y^2-\varepsilon^2)\mathbb 1\equiv-q^2\mathbb 1$, so $M=\cos qL+(A/q)\sin qL$. Taking $\langle+|M|+\rangle$ gives $\alpha=\cos qL+i(\varepsilon/q)\sin qL$. With $\varepsilon^2=q^2+k_y^2$,

$$T=\frac1{1+(k_y^2/q^2)\sin^2qL}.$$

Only $\varepsilon^2$ enters, so in this limit of heavily doped contacts n and p channels of equal doping conduct equally. The numerical conductances are:

| $\lvert E-U\rvert$ (eV) | $G/W$ (mS/µm) |
|---|---|
| 0 | 0.247 |
| 0.02 | 1.16 |
| 0.05 | 2.93 |
| 0.10 | 5.88 |

Raising a uniform barrier beyond neutrality turns the channel on again.

For $k_FL\gg1$, with $k_F=|\varepsilon|$ the channel wavenumber, the phase $qL$ varies rapidly with $k_y$, except near $k_y=0$, where $T\simeq1$ whatever the phase. The average of $1/(1+c^2\sin^2\phi)$ over $\phi$ is $1/\sqrt{1+c^2}$. With $c=k_y/q$ this equals $q/k_F=\sqrt{1-k_y^2/k_F^2}$, whose integral over $|k_y|<k_F$ is $\pi k_F/2$. Neglecting the decaying modes with $|k_y|>k_F$,

$$\frac GW\simeq\frac{4e^2}{h}\frac{k_F}{4},\qquad \frac{G_{\rm on}}{G_{\rm min}}\simeq\frac{\pi k_FL}{4}.$$

Here $k_FL=30.4$, and the estimate is 23.9; the numerical ratio is 23.8. The gate therefore does modulate the current, but the ratio grows linearly with length, not exponentially.

## What would switch it off

The argument rests on $\sigma_x$ being conserved at one value of $k_y$. A uniform term proportional to $\sigma_y$ only shifts that value and leaves the floor unchanged; a term proportional to $\sigma_z$ breaks the conservation at every $k_y$. A potential of opposite sign on the two sublattices adds $\hbar vm\sigma_z$, where $\hbar vm$ is half the resulting gap. Multiplication by $i\sigma_x$, as before, adds $-im\sigma_x\sigma_z=-m\sigma_y$ to $A$. At mid-gap $\varepsilon=0$ and $A^2=(k_y^2+m^2)\mathbb 1\equiv\kappa^2\mathbb 1$, so $M=\cosh\kappa L+(A/\kappa)\sinh\kappa L$. Both $\sigma_y$ and $\sigma_z$ have zero expectation value in $|+\rangle$, hence $\alpha=\cosh\kappa L$ and

$$T=\frac1{\cosh^2\!\big(L\sqrt{k_y^2+m^2}\big)} .$$

For a half-gap of 0.05 eV and the same 200 nm, $mL=200\times0.05/0.658=15.2$. At normal incidence $T\simeq4e^{-2mL}=2.5\times10^{-13}$, and $G/W=2.2\times10^{-13}$ mS/µm. This is the zero-temperature, mid-gap value. At finite temperature, carriers excited beyond the gap dominate: the thermal average of $G/W$ is about $7.5\times10^{-4}$ mS/µm at 77 K and 0.63 mS/µm at 300 K, against 2.1 mS/µm for the gapless neutral channel at 300 K. A gap switches the channel off only if it is large compared with $k_BT$.

The atomic lattice shows the same distinction. Let transport run along the armchair direction, with lattice constant $a$ along $y$ and nearest-neighbour hopping $t_0$. Successive rows are joined alternately by one bond, $t_0$, and by two bonds with sum $2t_0\cos(k_ya/2)$. At the valley centre $k_y=4\pi/3a$ the sum is $-t_0$. Its sign can be absorbed in the amplitudes, which leaves a uniform chain. I solved this chain site by site. Take a barrier of height $0.4t_0$ with $\sin^2$-shaped ramps of 60 sites and a plateau of 100 sites, met at energy $0.2t_0$. If the potential is a smooth function of the row index, it reflects about $10^{-10}$ of the current. The rows are not evenly spaced, however: their separation alternates between one bond length and half of one. A potential smooth in $x$ therefore acquires, on the ramps, a small part that alternates between the sublattices. The same barrier then reflects about $10^{-3}$, and less for longer ramps; nearly all the current still passes. A potential of only $\pm0.03t_0$, alternating over 200 sites, transmits 0.0099 at zero energy. The chain velocity at band centre is $2t_0$ per site, so the mass formula has $mL=0.03\times200/2=3$ and gives $1/\cosh^23=0.0099$. The weaker potential blocks the current at energies inside the gap it opens; the stronger one opens no gap and does not block it.

All numerical values are calculated from the stated model.
